\section*{The bulk plasmon energy of silicon from free valence electrons}

\section*{Problem}

A fast electron crossing a thin silicon film in a transmission electron microscope can lose energy by setting the valence electrons of the film into a collective oscillation, the bulk plasmon. Model the crystal as follows. Each atom contributes four valence electrons. These move freely, with the free-electron mass, through a fixed and uniform positive background that makes the crystal neutral. The cubic cell of silicon has the edge $a=5.43102$~\AA.

\begin{enumerate}
\item Find the energy of the long-wavelength bulk plasmon in this model.
\item Show which function of the dielectric response governs the loss spectrum, and use it to judge how binding and damping of the electrons would move the loss peak.
\end{enumerate}

The algebra is in atomic units, $\hbar=m=e=1$, with Coulomb's law in the Gaussian form: a charge $q$ produces the field $q/r^2$. The electron has charge $-1$. Numerical energies are in eV and lengths in \AA.

\section*{A tempting solution}

Consider a slab of the crystal, very wide in the $y$ and $z$ directions, and let $n$ be the number of valence electrons per volume. Move all the electrons by a small distance $\xi$ in the $+x$ direction. On the left face a layer of thickness $\xi$ is now without electrons, and the positive background there is uncovered. Its charge per area is $\sigma=n\xi$.

The field of a wide plane of charge follows from Coulomb's law. At height $h$ above the plane, a ring of radius $r$ and width $dr$ carries the charge $2\pi r\sigma\,dr$. The components parallel to the plane cancel around the ring, and the normal component carries the factor $h/\sqrt{r^2+h^2}$. Hence
\begin{align}
E_{\text{plane}}
&=\sigma\int_0^\infty \frac{2\pi r h\,dr}{(r^2+h^2)^{3/2}}\nonumber\\
&=2\pi\sigma\left[-\frac{h}{\sqrt{r^2+h^2}}\right]_0^\infty
=2\pi\sigma .
\label{plane}
\end{align}
The uncovered positive layer pulls the electrons back with this field, so that
\begin{equation}
\ddot\xi=-2\pi n\xi ,\qquad \omega^2=2\pi n .
\label{wrong}
\end{equation}
With the density of silicon worked out below, this gives an energy of 11.7~eV.

\section*{Where it fails}

Equation \eqref{plane} is correct, and so is the charge on the left face. The fault is in the step to \eqref{wrong}: the field of one face has been taken for the whole field. The electrons that left the left face have not vanished. On the right face they stick out beyond the background by the same distance $\xi$ and form a layer with charge per area $-n\xi$.

The field outside the slab exposes the omission. The slab is neutral as a whole, and two wide planes with opposite charges produce opposite fields at any point outside both of them, so the field there is zero. A single charged face would instead give the field $2\pi n\xi$ outside, as if the slab carried a net charge.

\section*{The right solution}

\subsection*{Restoring field and frequency}

Between the faces the two contributions have the same direction. The positive left face produces a field pointing away from it, towards $+x$. The negative right face produces a field pointing towards it, which is again $+x$. Therefore
\begin{equation}
E=2\pi n\xi+2\pi n\xi=4\pi n\xi .
\label{field}
\end{equation}
The force on an electron is $-E$, and Newton's law with $m=1$ gives
\begin{equation}
\ddot\xi=-4\pi n\xi,\qquad \omega_p^2=4\pi n .
\label{wp}
\end{equation}
The tempting solution has lost a factor 2 in $\omega^2$, and so a factor $\sqrt2$ in the energy.

The faces made the charges easy to see, but the result belongs to the bulk. Let the displacement $\xi(x)$ vary slowly along $x$ and vanish far away. The electrons between $x$ and $x+dx$ are then spread over the length $(1+\xi')\,dx$, so to first order their density changes by $-n\xi'$. With charge $-1$ per electron, the net charge density is $\rho=+n\xi'$. Gauss's law reads
\begin{equation}
\frac{dE}{dx}=4\pi\rho=4\pi n\frac{d\xi}{dx}.
\end{equation}
Since $E$ and $\xi$ both vanish far away, integration gives, to the same order, $E=4\pi n\xi$ at every point, which is \eqref{field} again. Each layer oscillates at $\omega_p$, whatever the shape of the displacement. This independence of wavelength holds because the model has no electron pressure; in a real electron gas it is a long-wavelength statement.

\subsection*{From frequency to energy quantum}

The frequency is classical; Planck's constant enters when the motion is quantized. Take a slab of area $A$ and thickness $L\gg\xi$. It holds $M=nAL$ electrons, which is also their total mass in atomic units. The electrostatic energy is the field energy density $E^2/8\pi$ times the volume, so the total energy is
\begin{align}
H&=\tfrac12 M\dot\xi^2+\frac{(4\pi n\xi)^2}{8\pi}AL
=\tfrac12 M\dot\xi^2+2\pi n^2AL\,\xi^2\nonumber\\
&=\tfrac12 M\dot\xi^2+\tfrac12 M(4\pi n)\xi^2 .
\end{align}
This is a harmonic oscillator of mass $M$ and frequency $\omega_p$. Its levels are spaced by $\hbar\omega_p$, and the spacing does not depend on the size of the slab. The plasmon energy is therefore $E_p=\hbar\omega_p$.

\subsection*{The electron density}

Silicon has the diamond structure: a face-centred cubic lattice with two atoms at each lattice point. The eight corners of the cubic cell are each shared by eight cells, and the six face centres by two cells, so the number of lattice points per cell is
\begin{equation}
8\cdot\tfrac18+6\cdot\tfrac12=4 .
\end{equation}
This makes $2\cdot4=8$ atoms and $4\cdot8=32$ valence electrons per cell. With $a^3=160.193$~\AA$^3$,
\begin{equation}
n=\frac{32}{a^3}=\frac{32}{160.193}\ \text{\AA}^{-3}=0.19976\ \text{\AA}^{-3}.
\end{equation}

\subsection*{The energy}

With the constants restored, $\omega_p^2=4\pi ne^2/m$. Multiplication by $\hbar^2$ gives
\begin{equation}
E_p^2=4\pi n\,e^2\,\frac{\hbar^2}{m}.
\label{units}
\end{equation}
Here $e^2=14.3996$~eV\,\AA\ and $\hbar^2/m=7.6200$~eV\,\AA$^2$. The powers of length cancel against the density, and
\begin{align}
E_p^2&=4\pi(0.19976)(14.3996)(7.6200)\ \text{eV}^2
=275.44\ \text{eV}^2,\nonumber\\
E_p&=16.6\ \text{eV}=0.610\ \text{hartree}.
\end{align}
Half of $E_p^2$ is $137.72$~eV$^2$, whose root is the 11.7~eV of the tempting solution.

Since $E_p\propto n^{1/2}$, a small change of density gives $\delta E_p/E_p=\tfrac12\,\delta n/n$. A film with a density 1\% lower, and still four free electrons per atom, would have its plasmon 0.5\% lower, or about 0.08~eV. This is how a plasmon energy can serve as a measure of density, provided that nothing else shifts the peak by a similar amount.

\section*{What the microscope records}

\subsection*{Dielectric response}

To judge the free-electron assumption, let each valence electron also feel a spring of frequency $\omega_0$ and a drag of rate $\gamma$. The spring is a crude stand-in for the binding that produces the band gap. In a macroscopic field $E e^{-i\omega t}$ the displacement $Xe^{-i\omega t}$ obeys
\begin{equation}
(\omega_0^2-\omega^2-i\gamma\omega)X=-E .
\end{equation}
Differences between the macroscopic field and the field at an atom are neglected. The polarization is $P=-nX$, and $D=E+4\pi P=\varepsilon E$, so
\begin{equation}
\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega}.
\label{eps}
\end{equation}
For free, undamped electrons this is $1-\omega_p^2/\omega^2$, which vanishes at $\omega_p$. A zero of $\varepsilon$ allows a field $E$ with $D=0$, that is, without any external charge: a free longitudinal oscillation, the plasmon.

\subsection*{The loss function}

Consider the interior of the film, at distances from the faces much larger than $1/q$, where $q$ is the wave number along the film. There the charge of the passing electron, which is external to the medium, fixes $D$, as long as retardation can be neglected. This is safe near the plasmon, where $|\varepsilon|$ is small. It fails where $\mathrm{Re}\,\varepsilon$ exceeds $c^2/v^2$, with $v$ the speed of the electron; at usual microscope voltages this happens in silicon for losses of a few eV. Closer to the faces, the charges induced on them change $D$ as well. The mean power absorbed per volume is the time average of $E\dot P$. It equals the average of $E\dot D/4\pi$, because the additional term $E\dot E/4\pi$ is a total time derivative and averages to zero. The amplitude of $\dot D$ is $-i\omega D$, and $E=D/\varepsilon$, so
\begin{align}
Q&=\frac{1}{8\pi}\,\mathrm{Re}\left[E^*(-i\omega D)\right]
=\frac{\omega|D|^2}{8\pi}\,\mathrm{Re}\left[\frac{-i}{\varepsilon^*}\right]\nonumber\\
&=\frac{\omega|D|^2}{8\pi}\,\mathrm{Im}\left[-\frac1\varepsilon\right].
\end{align}
For the last step write $1/\varepsilon=u+iv$ with real $u$ and $v$. Then $-i/\varepsilon^*=-i(u-iv)=-v-iu$, whose real part is $-v$.

Each loss event removes the energy $\hbar\omega$. At fixed wave vector and equal driving strength $|D|^2$, the number of events therefore follows $Q/\omega$, and so the loss function $\mathrm{Im}(-1/\varepsilon)$. A recorded spectrum is not taken at fixed wave vector: the component along the beam is $\omega/v$, and $|D|^2\propto1/q_{\text{total}}^2$, so the sum over the collected angles multiplies the loss function by a factor that falls with $\omega$ and moves a broad peak somewhat downwards. The peak positions derived below are those of the loss function itself.

With $W^2=\omega_p^2+\omega_0^2$, equation \eqref{eps} becomes
\begin{equation}
\varepsilon=\frac{W^2-\omega^2-i\gamma\omega}{\omega_0^2-\omega^2-i\gamma\omega},
\qquad
-\frac1\varepsilon=-1+\frac{\omega_p^2}{W^2-\omega^2-i\gamma\omega}.
\end{equation}
Multiplying numerator and denominator of the last fraction by the complex conjugate of the denominator gives
\begin{equation}
\mathrm{Im}\left[-\frac1\varepsilon\right]
=\frac{\omega_p^2\gamma\omega}{(W^2-\omega^2)^2+\gamma^2\omega^2}.
\label{loss}
\end{equation}

\subsection*{Binding raises the plasmon energy}

Without damping, $\varepsilon$ vanishes at $\omega=W$. The restoring forces of the spring and of the collective field add, and so do the squares of their frequencies. For weak binding,
\begin{equation}
W=\omega_p\sqrt{1+\frac{\omega_0^2}{\omega_p^2}}
\approx\omega_p+\frac{\omega_0^2}{2\omega_p}.
\end{equation}
Take the round model value $\hbar\omega_0=4$~eV, which is not fitted to silicon. Then
\begin{equation}
\hbar W=\sqrt{275.44+16}\ \text{eV}=17.07\ \text{eV},
\end{equation}
which is 0.5~eV, or about 3\% of the free-electron value, above it. A binding energy a quarter as large as $E_p$ has this small effect because it enters through its square.

In the opposite limit, $\omega_0\gg\omega_p$, the expansion is $W\approx\omega_0+\omega_p^2/(2\omega_0)$. The excitation is then mainly that of a bound electron, and the free-electron formula is useless.

The same spring matters greatly at low frequency. As $\omega\to0$, equation \eqref{eps} gives the finite value $1+\omega_p^2/\omega_0^2=1+275.44/16\approx18$, the response of an insulator, whereas for free electrons $|\varepsilon|$ grows without limit. Treating the valence electrons as free can thus be reasonable at the plasmon energy and wrong for the static response of the same crystal.

\subsection*{Damping lowers the loss peak}

The maximum of \eqref{loss} is that of $\omega/N$ with $N=(W^2-\omega^2)^2+\gamma^2\omega^2$. Setting the derivative to zero requires $N-\omega\,dN/d\omega=0$, where
\begin{equation}
\omega\frac{dN}{d\omega}=-4\omega^2(W^2-\omega^2)+2\gamma^2\omega^2 .
\end{equation}
With $s=\omega^2$ the condition is
\begin{align}
0&=(W^2-s)^2+\gamma^2s+4s(W^2-s)-2\gamma^2s\nonumber\\
&=W^4+(2W^2-\gamma^2)s-3s^2 .
\end{align}
The product of the two roots is $-W^4/3$, so one root is positive:
\begin{equation}
s=\frac{2W^2-\gamma^2+\sqrt{(2W^2-\gamma^2)^2+12W^4}}{6}.
\label{peak}
\end{equation}
It is the maximum, because the loss function is positive and tends to zero for both $\omega\to0$ and $\omega\to\infty$.

For weak damping the square root is
\begin{equation}
\sqrt{16W^4-4W^2\gamma^2+\gamma^4}\approx4W^2-\tfrac12\gamma^2 ,
\end{equation}
so that $s\approx W^2-\gamma^2/4$, and
\begin{equation}
\omega_{\text{peak}}\approx W-\frac{\gamma^2}{8W}.
\end{equation}
For free electrons, $W=\omega_p$, with the round value $\hbar\gamma=4$~eV, the shift is $16/(8\cdot16.596)$~eV $=0.12$~eV downwards, and the peak lies at 16.48~eV. With binding and damping together, \eqref{peak} gives 16.95~eV. For these parameters the upward shift from binding is the larger of the two.

\section*{How far the answer can be trusted}

The value 16.6~eV belongs to the model, and the measured loss peak of silicon lies near 16.7~eV. The closeness does not show that the valence electrons are free: the example with binding and damping gives a peak within about 0.3~eV of the measured one as well. Nor should the single spring be taken as a description of silicon. Its static value 18 exceeds the measured one of about 11.7, and a spring chosen to give 11.7 has $(\hbar\omega_0)^2=275.44/10.7$~eV$^2=25.7$~eV$^2$ and $\hbar W=17.35$~eV, well above the measured peak.

There are also effects that the spring model leaves out. The ion cores are polarizable. If they replace the 1 in $\varepsilon=1-\omega_p^2/\omega^2$ by a constant $\varepsilon_c>1$, the zero moves down to $\omega_p/\sqrt{\varepsilon_c}$, against the shift from binding. At larger wave vectors the electron pressure changes the frequency, and in very thin films the surfaces alter the spectrum. The free-electron formula is thus an estimate for long-wavelength losses in the interior of the film. Its third digit is a property of the model and should not be read as a prediction for the measured peak.

The numerical output below includes the plasmon energy obtained by following a row of interacting electron sheets in time. The sheets start from unequal displacements and oscillate together at $\omega_p$, in agreement with \eqref{wp}.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Lattice parameter a: 5.4310 angstrom
Cubic cell volume: 160.193 angstrom^3
Atoms per cubic cell: 8 (count)
Counted atoms per cell in sphere: 8.000 (count)
Valence electrons per atom: 4 (count)
Valence electrons per cell: 32 (count)
Valence density n: 0.19976 angstrom^-3
Coulomb factor e^2: 14.3996 eV angstrom
Kinetic factor hbar^2/m: 7.6200 eV angstrom^2
Plasmon energy squared: 275.44 eV^2
Free-electron plasmon energy: 16.596 eV
Rounded plasmon energy: 16.6 eV
Plasmon energy in atomic units: 0.6099 hartree
Energy from sheet motion: 16.596 eV
Energy from SI calculation: 16.596 eV
Model binding energy: 4.0 eV
Model damping energy: 4.0 eV
Plasmon with binding, no damping: 17.071 eV
Upward shift from binding: 0.475 eV
Loss peak with damping, no binding: 16.476 eV
Downward shift from damping: 0.121 eV
Leading damping shift, no binding: 0.121 eV
Loss peak with binding and damping: 16.954 eV
\end{verbatim}
